# Unequal Yu-Shiba-Rusinov peaks from potential scattering with an unpolarized tip: test program

```python
"""Yu-Shiba-Rusinov (YSR) peak heights seen by an unpolarized tip.

Result under test: a classical spin with exchange J and potential V at one site
of an s-wave superconductor gives peaks at sample energies E0 (spin up, weight
u2) and -E0 (spin down, weight v2), with
    u2/v2 = (1 + (a-b)^2) / (1 + (a+b)^2),
a = pi*N0*J, b = pi*N0*V, N0 = normal density of states per spin.
Band asymmetry eta replaces a by a(1+eta^2) and b by b(1+eta^2)+eta.
The ratio is seen in tunnelling only if the state relaxes (rate gam_b) faster
than the tip fills or empties it (rates gam_e, gam_h).
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq
from scipy import constants as const

TAU_X = np.array([[0.0, 1.0], [1.0, 0.0]])
TAU_Z = np.diag([1.0, -1.0])


def ysr_formula(a, b, eta=0.0):
    """Return E0/gap, u2/(pi N0 gap), v2/(pi N0 gap)."""
    a_eff = a * (1 + eta**2)
    b_eff = b * (1 + eta**2) + eta
    plus = 1 + (a_eff + b_eff)**2
    minus = 1 + (a_eff - b_eff)**2
    energy = -(1 - a_eff**2 + b_eff**2) / np.sqrt(
        (1 - a_eff**2 + b_eff**2)**2 + 4 * a_eff**2)
    common = 2 * abs(a_eff) * (1 + eta**2) / (plus * minus)**1.5
    return energy, common * minus, common * plus


def surface_green(mu):
    """Normal Green function at the end of a half-infinite chain, hopping 1."""
    return (mu - 1j * np.sqrt(4 - mu**2)) / 2


def chain_state(mu, a, b, gap):
    """Bound state of a long chain with the impurity at its end site."""
    n_sites = int(24 / gap)
    pi_n0 = -surface_green(mu).imag
    onsite = np.full(n_sites, -mu)
    onsite[0] += b / pi_n0
    hop = -np.ones(n_sites - 1)
    h_normal = sp.diags([hop, onsite, hop], [-1, 0, 1])
    exchange = np.zeros(n_sites)
    exchange[0] = a / pi_n0
    ham = (sp.kron(h_normal, TAU_Z) + gap * sp.kron(sp.eye(n_sites), TAU_X)
           + sp.kron(sp.diags(exchange), np.eye(2))).tocsc()
    start = np.random.default_rng(1).normal(size=2 * n_sites)
    energy, vec = eigsh(ham, k=1, sigma=0.0, which="LM", v0=start)
    return energy[0] / gap, vec[0::2, 0]**2, vec[1::2, 0]**2


# --- long-chain diagonalization against the formulas ---
GAP_CHAIN = 0.002
cases = [(0.0, 0.7, 0.3), (0.0, 1.3, 0.3), (0.0, 0.7, 0.0),
         (0.8, 0.7, 0.0), (0.8, 0.7, 0.3)]
chain_rows = []
for mu, a, b in cases:
    g_surf = surface_green(mu)
    pi_n0 = -g_surf.imag
    eta = -g_surf.real / pi_n0
    e_num, u_num, v_num = chain_state(mu, a, b, GAP_CHAIN)
    e_for, u_for, v_for = ysr_formula(a, b, eta)
    assert abs(e_num - e_for) < 0.01       # finite gap/bandwidth
    assert abs(u_num[0] / (pi_n0 * GAP_CHAIN * u_for) - 1) < 0.015
    assert abs(v_num[0] / (pi_n0 * GAP_CHAIN * v_for) - 1) < 0.015
    ratio_num = v_num[0] / u_num[0]
    assert abs(ratio_num / (v_for / u_for) - 1) < 0.01
    # normal-state local densities of states of the two spins
    dos_up = -(1 / (mu - (b + a) / pi_n0 - g_surf)).imag
    dos_down = -(1 / (mu - (b - a) / pi_n0 - g_surf)).imag
    assert abs(ratio_num / (dos_down / dos_up) - 1) < 0.01
    chain_rows.append((mu, a, b, eta, e_num, e_for, ratio_num, v_for / u_for))
site_ratio = v_num[:20] / u_num[:20]
assert site_ratio.min() < 1 < site_ratio.max()

# the remaining difference must shrink with the gap
_, u_coarse, v_coarse = chain_state(0.0, 0.7, 0.3, 4 * GAP_CHAIN)
target = chain_rows[0][7]
err_coarse = abs(v_coarse[0] / u_coarse[0] - target)
err_fine = abs(chain_rows[0][6] - target)
assert err_fine < 0.4 * err_coarse


# --- four-component calculation with an arbitrary spin direction ---
def full_spectrum(exchange, potential, theta, phi, gap=0.2, mu=0.3, n=120):
    """Basis (c_up, c_down, c_down^+, -c_up^+) on every site."""
    h_normal = -mu * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    h_normal[0, 0] += potential
    direction = np.array([
        [np.cos(theta), np.sin(theta) * np.exp(-1j * phi)],
        [np.sin(theta) * np.exp(1j * phi), -np.cos(theta)]])
    site = np.zeros((n, n))
    site[0, 0] = exchange
    ham = (np.kron(h_normal, np.kron(TAU_Z, np.eye(2)))
           + gap * np.kron(np.eye(n), np.kron(TAU_X, np.eye(2)))
           + np.kron(site, np.kron(np.eye(2), direction)))
    energies, vecs = np.linalg.eigh(ham)
    return energies, vecs, direction


bare_energies, _, _ = full_spectrum(0.0, 0.8, 0.0, 0.0)
lowest_without_spin = np.min(np.abs(bare_energies)) / 0.2
assert lowest_without_spin > 1 - 1e-9      # potential alone: no bound state

TIP_P = 0.3
summed = []
for theta, phi in [(0.0, 0.0), (np.pi, 0.0), (1.1, 0.7)]:
    energies, vecs, direction = full_spectrum(0.7, 0.3, theta, phi)
    inside = np.where(np.abs(energies) < 0.19)[0]
    assert len(inside) == 2
    neg, pos = inside
    spinors = [vecs[:2, pos], vecs[:2, neg]]
    weights = [np.vdot(s, s).real for s in spinors]
    peak_pol = [np.vdot(s, direction @ s).real / w
                for s, w in zip(spinors, weights)]
    assert abs(peak_pol[0] + 1) < 1e-8 and abs(peak_pol[1] - 1) < 1e-8
    summed.append([energies[pos]] + weights)
    tip_ratio = []
    for p in (TIP_P, -TIP_P):
        signal = [(1 + p) * abs(s[0])**2 + (1 - p) * abs(s[1])**2
                  for s in spinors]
        tip_ratio.append(signal[0] / signal[1])
    intrinsic = np.sqrt(tip_ratio[0] * tip_ratio[1])
    root = np.sqrt(tip_ratio[0] / tip_ratio[1])
    recovered = abs(1 - root) / (1 + root)
    assert abs(intrinsic - weights[0] / weights[1]) < 1e-8
    assert abs(recovered - TIP_P * abs(np.cos(theta))) < 1e-8
assert np.allclose(summed, summed[0], atol=1e-9)


# --- full tip-coupled conductance; energies in gaps, pi*N0 = 1 ---
def conductance(bias, a, b, tip_rate, dynes):
    """Zero-temperature dI/dV in e^2/h for an unpolarized normal tip."""
    def channels(energy):
        z = energy + 1j * dynes
        w = np.sqrt(1 - z**2)
        m11 = z / w - a - b + 0.5j * tip_rate
        m22 = z / w - a + b + 0.5j * tip_rate
        det = m11 * m22 - 1 / w**2
        g11, g22, g12 = m22 / det, m11 / det, 1 / (w * det)
        andreev = tip_rate**2 * abs(g12)**2
        electron = (-2 * tip_rate * g11.imag
                    - tip_rate**2 * abs(g11)**2 - andreev)
        hole = (-2 * tip_rate * g22.imag
                - tip_rate**2 * abs(g22)**2 - andreev)
        return andreev, electron, hole
    and_p, el_p, _ = channels(bias)
    and_m, _, ho_m = channels(-bias)
    return 2 * and_p + 2 * and_m + el_p + ho_m


def rate_peaks(gam_e, gam_h, gam_b):
    """Peak dI/dV in e^2/h at bias E0 and at bias -E0."""
    total = gam_e + gam_h + gam_b
    return (4 * gam_e * (gam_b + 2 * gam_h) / total**2,
            4 * gam_h * (gam_b + 2 * gam_e) / total**2)


A_EX, B_EX = 0.7, 0.3
e0, u2, v2 = ysr_formula(A_EX, B_EX)
for tip_rate in (1e-5, 2e-4, 3e-3):
    dynes = 1e-4
    gam_e, gam_h = tip_rate * u2, tip_rate * v2
    width = gam_e + gam_h + 2 * dynes
    scan = np.linspace(-3, 3, 1201) * width
    exact = [conductance(s * e0 + scan, A_EX, B_EX, tip_rate, dynes).max()
             for s in (1, -1)]
    assert np.allclose(exact, rate_peaks(gam_e, gam_h, 2 * dynes), rtol=0.01)
# without relaxation the two peaks are equal
scan = np.linspace(-3, 3, 1201) * 1e-3 * (u2 + v2)
lossless = [conductance(s * e0 + scan, A_EX, B_EX, 1e-3, 1e-12).max()
            for s in (1, -1)]
assert abs(lossless[1] / lossless[0] - 1) < 1e-3

# --- worked example ---
gap_mev, temp, relax_uev, n0 = 1.3, 0.1, 5.0, 0.2
kt_mev = const.k * temp / const.e * 1e3
pi_n0 = np.pi * n0
ratio = v2 / u2                            # positive over negative bias
false_pol = (ratio - 1) / (ratio + 1)
dos_sum = 1 / (1 + (A_EX + B_EX)**2) + 1 / (1 + (A_EX - B_EX)**2)
far = conductance(50.0, A_EX, B_EX, 1e-5, 1e-6)
assert abs(far / (2e-5 * dos_sum) - 1) < 0.01

junctions = []
for r_mohm in (500.0, 50.0, 1.0):
    g_normal = 1 / (r_mohm * 1e6) / (const.e**2 / const.h)
    tip_rate = g_normal / (2 * dos_sum)
    rates = [tip_rate * x * gap_mev * 1e3 for x in (u2, v2)]
    peak_e, peak_h = rate_peaks(rates[0], rates[1], relax_uev)
    junctions.append((r_mohm, tip_rate, rates[0], rates[1], peak_h / peak_e))

# thermal broadening of the complete conductance in the 50 megaohm junction
kt_gap = kt_mev / gap_mev
offset = np.linspace(-0.15, 0.15, 6001)
kernel = 1 / (4 * kt_gap * np.cosh(offset / (2 * kt_gap))**2)
dyn_ex = relax_uev / (2e3 * gap_mev)
warm = [np.sum(kernel * conductance(s * e0 + offset, A_EX, B_EX,
                                    junctions[1][1], dyn_ex))
        * (offset[1] - offset[0]) for s in (1, -1)]
warm_ratio = warm[1] / warm[0]
assert abs(warm_ratio / junctions[1][4] - 1) < 0.01

# complete loss of the pair potential on the impurity site
kappa = pi_n0 * gap_mev * 1e-3


def determinant(energy):
    w = np.sqrt(1 - energy**2)
    return (energy / w - A_EX)**2 - B_EX**2 - (1 / w - kappa)**2


e_supp = brentq(determinant, e0 - 0.05, e0 + 0.05)
slope = e_supp / np.sqrt(1 - e_supp**2)
ratio_supp = (slope - A_EX - B_EX) / (slope - A_EX + B_EX)

print("Ratios are height at positive bias / negative bias unless noted")
print(f"gap = {gap_mev:.2f} meV, temperature = {temp:.2f} K")
print(f"alpha = {A_EX:.2f}, beta = {B_EX:.2f}, N0 = {n0:.2f} /eV/spin")
print(f"J = {A_EX/pi_n0:.3f} eV, V = {B_EX/pi_n0:.3f} eV")
print(f"E0/gap = {e0:.4f}, E0 = {e0*gap_mev:.4f} meV")
print(f"u2 = {u2*kappa:.3e}, v2 = {v2*kappa:.3e} (site weights)")
print(f"unpolarized-tip ratio = {ratio:.4f}")
print(f"false polarization read from it = {false_pol:.4f}")
print(f"tip polarization in reversal example = {TIP_P:.2f}")
r_par = ratio * (1 - TIP_P) / (1 + TIP_P)
r_anti = ratio * (1 + TIP_P) / (1 - TIP_P)
print(f"ratio, tip along up = {r_par:.4f}, tip reversed = {r_anti:.4f}")
print(f"geometric mean of the two = {np.sqrt(r_par*r_anti):.4f}")
print("Chain tests, gap/hopping = %.3f; ratio here = v2/u2" % GAP_CHAIN)
for mu, a, b, eta, en, ef, rn, rf in chain_rows:
    print(f" mu/t={mu:.1f} alpha={a:.1f} beta={b:.1f} eta={eta:.3f}:")
    print(f"  E0/gap chain {en:.4f} formula {ef:.4f};"
          f" ratio chain {rn:.4f} formula {rf:.4f}")
print(f"ratio error: gap 0.008t {err_coarse:.5f}, 0.002t {err_fine:.5f}")
print(f"last chain, first 20 sites: v2/u2 from {site_ratio.min():.3g}"
      f" to {site_ratio.max():.3g}")
print(f"lowest |E|/gap with potential only = {lowest_without_spin:.5f}")
print(f"spin of peaks along impurity axis, +bias {peak_pol[0]:.4f},"
      f" -bias {peak_pol[1]:.4f}")
print(f"tilted spin (1.1 rad): recovered tip projection = {recovered:.4f}")
print(f"relaxation width = {relax_uev:.2f} ueV, lifetime ="
      f" {const.hbar/(relax_uev*1e-6*const.e)*1e9:.4f} ns")
for r_mohm, x, ge, gh, rr in junctions:
    print(f"R = {r_mohm:.0f} Mohm: Gamma_e = {ge:.4f} ueV,"
          f" Gamma_h = {gh:.4f} ueV, ratio = {rr:.4f}")
print(f"ratio without relaxation = {lossless[1]/lossless[0]:.5f}")
fwhm = 4 * np.log(1 + np.sqrt(2)) * kt_mev
print(f"thermal full width = {fwhm*1e3:.2f} ueV at {temp:.1f} K,"
      f" {fwhm*4.2/temp:.3f} meV at 4.2 K")
print(f"ratio at 50 Mohm with thermal broadening = {warm_ratio:.4f}")
print(f"site gap removed: E0 shift = {(e_supp-e0)*gap_mev*1e3:.3f} ueV,"
      f" ratio = {ratio_supp:.4f}")
print("checks complete")
```

Printed output:

```
Ratios are height at positive bias / negative bias unless noted
gap = 1.30 meV, temperature = 0.10 K
alpha = 0.70, beta = 0.30, N0 = 0.20 /eV/spin
J = 1.114 eV, V = 0.477 eV
E0/gap = -0.3939, E0 = -0.5121 meV
u2 = 3.754e-04, v2 = 6.472e-04 (site weights)
unpolarized-tip ratio = 1.7241
false polarization read from it = 0.2658
tip polarization in reversal example = 0.30
ratio, tip along up = 0.9284, tip reversed = 3.2020
geometric mean of the two = 1.7241
Chain tests, gap/hopping = 0.002; ratio here = v2/u2
 mu/t=0.0 alpha=0.7 beta=0.3 eta=-0.000:
  E0/gap chain -0.3946 formula -0.3939; ratio chain 1.7230 formula 1.7241
 mu/t=0.0 alpha=1.3 beta=0.3 eta=-0.000:
  E0/gap chain 0.2240 formula 0.2249; ratio chain 1.7792 formula 1.7800
 mu/t=0.0 alpha=0.7 beta=0.0 eta=-0.000:
  E0/gap chain -0.3431 formula -0.3423; ratio chain 1.0000 formula 1.0000
 mu/t=0.8 alpha=0.7 beta=0.0 eta=-0.436:
  E0/gap chain -0.2863 formula -0.2853; ratio chain 0.4432 formula 0.4431
 mu/t=0.8 alpha=0.7 beta=0.3 eta=-0.436:
  E0/gap chain -0.1850 formula -0.1839; ratio chain 0.8552 formula 0.8558
ratio error: gap 0.008t 0.00457, 0.002t 0.00115
last chain, first 20 sites: v2/u2 from 7.1e-05 to 218
lowest |E|/gap with potential only = 1.00015
spin of peaks along impurity axis, +bias -1.0000, -bias 1.0000
tilted spin (1.1 rad): recovered tip projection = 0.1361
relaxation width = 5.00 ueV, lifetime = 0.1316 ns
R = 500 Mohm: Gamma_e = 0.0113 ueV, Gamma_h = 0.0195 ueV, ratio = 1.7185
R = 50 Mohm: Gamma_e = 0.1132 ueV, Gamma_h = 0.1952 ueV, ratio = 1.6717
R = 1 Mohm: Gamma_e = 5.6611 ueV, Gamma_h = 9.7606 ueV, ratio = 1.1477
ratio without relaxation = 1.00000
thermal full width = 30.38 ueV at 0.1 K, 1.276 meV at 4.2 K
ratio at 50 Mohm with thermal broadening = 1.6716
site gap removed: E0 shift = 1.281 ueV, ratio = 1.7252
checks complete
```
